Cancellation of the nonlocal pole in the two-loop rainbow self-energy

## First half: the two diagrams in closed form

An electron emits a photon, emits and reabsorbs a second photon, and then reabsorbs the first. This is the rainbow diagram, in which one self-energy sits inside another. In Feynman gauge, which is used below, its divergence contains a logarithm of the external momentum. A counterterm in the Lagrangian cannot supply such a logarithm, so the diagram seems to obstruct renormalization. The problem is to find what happens when the one-loop counterterm is used consistently.

The electron is massless, and the metric is (+,−,−,−). With x⁰ = ct, start from the SI action, divide it by ħ and write the vector potential as A_μ = √(μ₀ħc) B_μ, where μ₀ is the magnetic constant. This gives

S/ħ = ∫d⁴x [ψ̄ i∂̸ψ − g ψ̄B̸ψ − ¼F_{μν}F^{μν} − ½(∂·B)²],

where F is built from B and the last term fixes Feynman gauge. The charge q enters as g = (q/ħ)√(μ₀ħc), so that

g² = e²μ₀c/ħ = e²/(ε₀ħc) = 4πα.

The sign of the charge drops out because g appears in pairs. All momenta below are wave numbers, in 1/m. Multiplication by ħ turns them into mechanical momenta.

The loops are regulated by working in D = 4 − 2ε dimensions. There g² must carry the dimension of a wave number to the power 2ε. In the MS-bar scheme one writes

g² → g² μ^{2ε} (e^{γ_E}/4π)^ε,

with γ_E Euler's constant and μ, without an index, a chosen wave number. The external momentum is spacelike, and the notation is

P² = −p² > 0,  L = ln(P²/μ²),  a = g²/(16π²) = α/(4π).

The sum of one-particle-irreducible self-energy diagrams is called −iΣ(p), so the inverse propagator is proportional to p̸ − Σ. The field rescaling ψ₀ = √(1+δ₂) ψ adds δ₂ψ̄i∂̸ψ to the Lagrangian density, which acts as a vertex iδ₂p̸ on an electron line. Since iδ₂p̸ = −i(−δ₂p̸), this vertex contributes −δ₂p̸ to Σ.

**(a) Which parts of the rainbow diagram can diverge, and what spinor structure can the result have?**

Solution. Let k be the momentum of the two electron lines on either side of the inner loop, and l that of the electron inside it. The outer photon carries p − k and the inner one k − l. At large momentum an electron propagator falls as one inverse power and a photon propagator as two. Each loop integration contributes four powers in four dimensions.

The whole diagram has two loops, three electron lines and two photon lines. Its degree of divergence is

8 − 3 − 4 = 1.

A divergence may also arise when one loop momentum grows while the lines outside that loop keep fixed momenta. There are three such loops.

The inner loop contains one electron line and one photon line. Its degree is 4 − 1 − 2 = 1, so it can diverge.

A second loop runs through the outer photon, the two k lines and the inner electron, with k − l held fixed. Its degree is 4 − 3 − 2 = −1.

A third loop runs through the outer photon, the two k lines and the inner photon, with l held fixed. Its degree is 4 − 2 − 4 = −2.

The last two converge. The inner self-energy is therefore the one divergent proper subdiagram, and the counterterm that belongs to it is the one-loop δ₂ placed on the internal electron line. The vertex counterterms of the theory do not enter here, because the rainbow has no divergent vertex subdiagram.

The spinor structure follows from the absence of a mass. Each electron propagator contains one gamma matrix, each vertex one more, and an electron line has one more vertex than it has propagators. The product thus contains an odd number of gamma matrices. After integration p is the remaining vector, and Lorentz and parity symmetry leave

Σ(p) = p̸ F(P²).

A term without a gamma matrix, which would act as a mass, is absent. A local counterterm for this diagram must therefore be a constant times p̸, a polynomial of first degree. The question is whether the poles of F are constants.

**(b) Reduce the one-loop self-energy to a Euclidean integral, with all signs.**

Solution. The electron propagator is ik̸/k², the photon propagator is −iη_{μν}/(p−k)², and each vertex is −igγ^μ. Hence

−iΣ₁(p) = ∫d^Dk/(2π)^D (−igγ^μ)(ik̸/k²)(−igγ^ν)(−iη_{μν})/(p−k)².

The numerical factors combine to (−ig)² · i · (−i) = −g². For the matrices, the anticommutator gives γ^μγ^ν = 2η^{μν} − γ^νγ^μ, and γ^μγ_μ = D. Therefore

γ^μγ^νγ_μ = 2γ^ν − Dγ^ν = −(D−2)γ^ν.

The two minus signs cancel:

−iΣ₁(p) = g²(D−2) ∫d^Dk/(2π)^D k̸/[k²(p−k)²].

Because p is spacelike, there is a frame with p⁰ = 0. The i0 prescription places the singularities in the k⁰ plane so that the contour can be turned counterclockwise onto the imaginary axis. Put k⁰ = iK⁰. Then

d^Dk = i d^DK,  k² = −K²,  (p−k)² = −(P−K)².

The two minus signs in the denominator multiply to plus one. The time component of the numerator integrates to zero by oddness, since P has no time component. The spatial components are unchanged. If the Euclidean integral of K_μ/[K²(P−K)²] is written P_μJ, the Minkowski integral is ip^μJ, and so

−iΣ₁ = i g²(D−2) p̸ J,

Σ₁ = −g²(D−2) p̸ J.

**(c) Evaluate the vector integral when the electron denominator has an arbitrary power r.**

Solution. The general power is needed because the inner loop will change the power of K². Define

I_μ = ∫d^DK/(2π)^D K_μ/[(K²)^r (P−K)²].

There are values of D for which this converges absolutely. For r = 1 they are 2 < D < 3, the lower bound coming from the point K = P and the upper one from large K. The integral is evaluated where it converges and then continued analytically in D and r.

Feynman's formula for two denominators reads

1/(A^r B) = r ∫₀¹dx (1−x)^{r−1}/[(1−x)A + xB]^{r+1}.

With A = K² and B = (P−K)², completing the square gives

(1−x)K² + x(P−K)² = K² − 2xK·P + xP² = (K−xP)² + x(1−x)P².

Set K = l + xP, where l is now a shifted Euclidean momentum. The term of the numerator linear in l vanishes by oddness, leaving xP_μ. The remaining integral follows from the representation

1/(l²+M)^s = [1/Γ(s)] ∫₀^∞dτ τ^{s−1} e^{−τ(l²+M)}

and the Gaussian integral ∫d^Dl/(2π)^D e^{−τl²} = (4πτ)^{−D/2}. The integral over τ is then a Gamma function:

∫d^Dl/(2π)^D 1/(l²+M)^s = Γ(s−D/2) M^{D/2−s}/[(4π)^{D/2}Γ(s)].

Use this with s = r+1 and M = x(1−x)P². The prefactor r/Γ(r+1) equals 1/Γ(r). Collecting powers of x and 1−x,

I_μ = P_μ (P²)^{D/2−r−1}/(4π)^{D/2} · [Γ(r+1−D/2)/Γ(r)] ∫₀¹dx x^{D/2−r}(1−x)^{D/2−2}.

The last integral is Euler's beta function. The result is

I_μ = P_μ (P²)^{D/2−r−1} G(r)/(4π)^{D/2},

G(r) = Γ(D/2−r+1) Γ(D/2−1) Γ(r+1−D/2)/[Γ(r) Γ(D−r)].

The factor Γ(r+1−D/2) carries the ultraviolet pole. Its argument tends to zero when r tends to 1 and D to 4.

**(d) Find the one-loop self-energy through order ε and fix δ₂.**

Solution. For r = 1 the integral of part (b) is J = (P²)^{−ε}G(1)/(4π)^{2−ε}. Insert the MS-bar coupling and D − 2 = 2(1−ε). The factors (4π)^ε cancel, μ^{2ε} combines with (P²)^{−ε}, and g²/(16π²) = a remains. Hence

Σ₁ = −a p̸ S₁ e^{−εL},

S₁ = 2(1−ε) e^{γ_Eε} G(1),  G(1) = Γ(2−ε)Γ(1−ε)Γ(ε)/Γ(3−2ε).

The order-ε term of S₁ will be needed, since it later meets a pole. Use Γ(1+x) = xΓ(x) to write

Γ(2−ε) = (1−ε)Γ(1−ε),

Γ(3−2ε) = 2(1−ε)(1−2ε)Γ(1−2ε),

Γ(ε) = Γ(1+ε)/ε.

One factor 2(1−ε) cancels, leaving

S₁ = (1/ε) · (1−ε)/(1−2ε) · E₁,

E₁ = e^{γ_Eε} Γ(1+ε) Γ(1−ε)²/Γ(1−2ε).

The expansion ln Γ(1+x) = −γ_Ex + (π²/12)x² + O(x³) gives ln E₁. Its linear coefficient is γ_E(1 − 1 + 2 − 2) = 0. Its quadratic coefficient is (π²/12)(1 + 2 − 4) = −π²/12. The rational factor is

(1−ε)(1 + 2ε + 4ε² + …) = 1 + ε + 2ε² + …

Therefore

S₁ = 1/ε + 1 + (2 − π²/12)ε + O(ε²),

Σ₁ = −a p̸ [1/ε + 1 − L + O(ε)].

The one-loop pole is a constant times p̸, as locality requires. Minimal subtraction removes it and nothing else. Since the counterterm contributes −δ₂p̸,

δ₂ = −a/ε,

and the renormalized one-loop self-energy is −a p̸(1 − L) as ε → 0. The logarithm survives in the finite part, where it is harmless: it records propagation over finite distances and does not call for a counterterm.

**(e) Insert the loop, and then its counterterm, on the internal line.**

Solution. Write the inner self-energy as Σ₁(k) = k̸f. An electron line that contains it becomes

(ik̸/k²)(−ik̸f)(ik̸/k²) = (ik̸/k²) f,

because i(−i)i = i and k̸k̸k̸ = k²k̸. The insertion thus multiplies the propagator by a scalar function. From part (d), at Euclidean momentum,

f_loop = −a S₁ (K²/μ²)^{−ε}.

The cut of this function lies at timelike k and carries the same i0 prescription as the propagator, so the contour can be turned as before.

The outer integral is now the one-loop integral with r = 1+ε in place of r = 1, multiplied by −aS₁μ^{2ε}. The power of P² is

D/2 − r − 1 = 2 − ε − 1 − ε − 1 = −2ε.

The outer loop contributes −a and the inner one another −a, so the rainbow diagram is

Σ_R = a² p̸ S₁S₂ e^{−2εL},

S₂ = 2(1−ε) e^{γ_Eε} G(1+ε),

G(1+ε) = Γ(2−2ε)Γ(1−ε)Γ(2ε)/[Γ(1+ε)Γ(3−3ε)].

In the counterterm diagram the inner loop is replaced by the vertex iδ₂k̸. Comparison with −ik̸f shows that

f_ct = −δ₂ = +a/ε.

This is a constant, so the outer loop is the ordinary one-loop integral multiplied by a/ε:

Σ_C = −a² p̸ (S₁/ε) e^{−εL}.

The two expressions differ in a way that matters below. The rainbow depends on momentum through e^{−2εL}, one factor e^{−εL} for each loop. The counterterm diagram has one loop and one such factor.

## Second half: the poles, their cancellation and its cause

The notation is as follows. D = 4 − 2ε; P² = −p² > 0 is the squared external wave number; μ is the MS-bar scale; L = ln(P²/μ²); and a = α/(4π). The electron is massless and the gauge is Feynman's. The inverse propagator is proportional to p̸ − Σ. The first half gave the one-loop counterterm δ₂ = −a/ε and the two diagrams

Σ_R = a² p̸ S₁S₂ e^{−2εL},  Σ_C = −a² p̸ (S₁/ε) e^{−εL},

S₁ = 1/ε + 1 + (2 − π²/12)ε + O(ε²),

S₂ = 2(1−ε) e^{γ_Eε} Γ(2−2ε)Γ(1−ε)Γ(2ε)/[Γ(1+ε)Γ(3−3ε)].

**(f) Expand the rainbow diagram. Could a local counterterm remove its divergence?**

Solution. Treat S₂ as S₁ was treated. The recursion of the Gamma function gives

Γ(2−2ε) = (1−2ε)Γ(1−2ε),

Γ(3−3ε) = (2−3ε)(1−3ε)Γ(1−3ε),

Γ(2ε) = Γ(1+2ε)/(2ε).

Taking a factor 2 out of 2−3ε, one finds

S₂ = (1/2ε) · (1−ε)(1−2ε)/[(1−3ε/2)(1−3ε)] · E₂,

E₂ = e^{γ_Eε} Γ(1−2ε)Γ(1−ε)Γ(1+2ε)/[Γ(1+ε)Γ(1−3ε)].

In ln E₂ the linear coefficient is γ_E(1 + 2 + 1 − 2 + 1 − 3) = 0. The quadratic one is (π²/12)(4 + 1 + 4 − 1 − 9) = −π²/12. The numerator of the rational factor is 1 − 3ε + 2ε². Its denominator is 1 − 9ε/2 + 9ε²/2, whose inverse is

1 + 9ε/2 + (81/4 − 9/2)ε² + … = 1 + 9ε/2 + 63ε²/4 + …

The product has the linear coefficient 9/2 − 3 = 3/2 and the quadratic coefficient 63/4 − 27/2 + 2 = 17/4. Hence

S₂ = (1/2ε)[1 + 3ε/2 + (17/4 − π²/12)ε² + O(ε³)].

Multiplication by S₁ gives the linear coefficient 1 + 3/2 = 5/2. The quadratic coefficient is 2 + 17/4 + 3/2 − π²/6 = 31/4 − π²/6. Thus

S₁S₂ = (1/2ε²)[1 + 5ε/2 + (31/4 − π²/6)ε² + O(ε³)].

The momentum factor is e^{−2εL} = 1 − 2εL + 2ε²L² + … Inside the bracket the linear coefficient becomes 5/2 − 2L, and the quadratic one becomes 31/4 − π²/6 − 5L + 2L². Division by 2 gives

Σ_R = a² p̸ [1/(2ε²) + (5/4 − L)/ε + L² − 5L/2 + 31/8 − π²/12 + O(ε)].

The term −L/ε is the difficulty. A term in the Lagrangian with finitely many derivatives contributes a polynomial in p. The function ln P² is not a constant, yet at large P it grows more slowly than any positive power of P, so it is not a polynomial. In position space a polynomial corresponds to derivatives of a delta function, an interaction at one point. An infinite coefficient multiplying p̸ ln P² would need a counterterm acting between separated points. Taken alone, the rainbow diagram cannot be made finite by a local counterterm.

**(g) Expand the counterterm diagram and add it.**

Solution. With e^{−εL} = 1 − εL + ε²L²/2 + …,

Σ_C = −(a²p̸/ε²)[1 + ε + (2 − π²/12)ε² + …][1 − εL + ε²L²/2 + …].

The linear coefficient of the product is 1 − L, and the quadratic one is 2 − π²/12 − L + L²/2. Therefore

Σ_C = a² p̸ [−1/ε² + (L − 1)/ε − L²/2 + L − 2 + π²/12 + O(ε)].

Now add the two diagrams order by order.

Double pole: 1/2 − 1 = −1/2.

Single pole: 5/4 − L + L − 1 = 1/4.

Finite part: the terms in L² give 1 − 1/2 = 1/2, those in L give −5/2 + 1 = −3/2, and the constants give 31/8 − 2 = 15/8. The terms in π² cancel.

The sum is

Σ_R + Σ_C = a² p̸ [−1/(2ε²) + 1/(4ε) + L²/2 − 3L/2 + 15/8 + O(ε)].

The nonlocal pole has gone. What diverges is a constant times p̸, which has the form of the kinetic term already present in the Lagrangian.

The bookkeeping behind the cancellation can be read from the outer integral at large t = K². In the counterterm diagram the radial integrand is t^{−1−ε}, where the power −ε comes from the D-dimensional measure. In the rainbow the inner loop supplies another t^{−ε}. Therefore

∫_{P²}^∞ dt t^{−1−ε} = (P²)^{−ε}/ε,

∫_{P²}^∞ dt t^{−1−2ε} = (P²)^{−2ε}/(2ε).

The rainbow has twice the exponent and half the weight. When the exponentials are expanded, the factor 2 and the factor 1/2 compensate in the term linear in L. The opposite signs of loop and counterterm do the rest. In the double pole the factor 1/2 is left uncompensated, and that is why a double pole survives with coefficient −1/2.

**(h) Does the cancellation depend on the size of the one-loop counterterm, or on its finite part?**

Solution. First multiply the counterterm by a number c. The single pole of the sum becomes

(5/4 − L) + c(L − 1) = 5/4 − c + (c − 1)L.

The logarithm disappears for c = 1 and for no other value. With c = 0.5, for example, the term −0.5L/ε remains. The coefficient that makes the two-loop divergence local is the one already fixed by making the one-loop self-energy finite. There was no freedom left to adjust it.

Next keep the pole but change the finite part by a constant κ:

δ₂ = −a(1/ε + κ).

The internal line acquires the additional factor aκ, and the outer loop turns it into

−a²κ p̸ S₁e^{−εL} = −a²κ p̸ [1/ε + 1 − L + O(ε)].

The new pole is a constant. A finite change of subtraction convention thus alters the local pole and the finite part, but it does not bring back the nonlocal divergence. Locality requires that the pole of the inner loop be subtracted completely; it does not require minimal subtraction.

**(i) Explain the cancellation without expanding the two-loop Gamma functions.**

Solution. Put the loop and its counterterm together before doing the outer integral. The factor on the internal line is then

f = f_loop + f_ct = −a[S₁(t/μ²)^{−ε} − 1/ε],

which has the finite limit f → −a[1 − ln(t/μ²)]. Any remaining divergence comes from large K in the outer integral.

Let angle brackets denote an average over the directions of K, and define w = ⟨K·P/(P−K)²⟩. Contracting the vector integral with P_μ/P² gives the coefficient of p̸:

F(P) = −g²(D−2) ∫d^DK/(2π)^D f w/(K²P²).

At large K, expand 1/(K−P)² = (1/K²)(1 + 2K·P/K² + …). The first term averages to zero against K·P. The second gives

w/P² ≈ 2⟨(K·P)²⟩/(K⁴P²) = 2/(DK²).

This leading term does not depend on P. It produces the logarithmic divergence, and it cancels in the difference F(P) − F(P₀) between two external momenta. The next term is smaller by a factor of order P²/K². In the difference the radial integrand therefore falls as K⁻³, up to logarithms, and the integral converges.

The limit ε → 0 may be taken under this integral if the whole integrand, f times the difference of the two kernels, is bounded by an integrable function that does not depend on ε. For D near 4 the kernel w/K² is bounded at finite K, and the difference falls off as just shown, so what remains is to bound the growth of f at large and small t. For small positive ε, in units with μ = 1,

|t^{−ε} − 1|/ε ≤ |ln t| for t ≥ 1,

|t^{−ε} − 1|/ε ≤ |ln t| t^{−ε} for t < 1.

The remaining piece, (S₁ − 1/ε)t^{−ε}, is bounded at large t and grows at most as t^{−ε} at small t. Logarithms and small powers of this kind do not spoil convergence at either end. Hence F(P) − F(P₀) has a finite limit. If a pole coefficient of F depended on P, this difference would contain a pole. The pole coefficients are therefore constants.

The finite difference can be calculated in four dimensions. The function 1/X² satisfies Laplace's equation there, away from X = 0. Its average over a sphere that does not enclose the singularity equals its value at the centre, so ⟨1/(K−P)²⟩ = 1/P² for K < P. By the symmetry between K and P it is 1/K² for K > P. Using K·P = [K² + P² − (K−P)²]/2,

w = K²/(2P²) for K < P,  w = P²/(2K²) for K > P.

The measure is d⁴K/(2π)⁴ → K³dK/(8π²) = t dt/(16π²), and D − 2 = 2. Thus

F(P) = −2a ∫dt f(t) w/P²,

where w/P² is t/(2P⁴) below P² and 1/(2t) above it. With an upper limit Λ², the same for both momenta, and f = −a[1 − ln(t/μ²)],

F(P) = a² { ∫₀^{P²}dt t[1 − ln(t/μ²)]/P⁴ + ∫_{P²}^{Λ²}dt [1 − ln(t/μ²)]/t }.

In the first integral put t = uP². Since ∫₀¹u ln u du = −1/4, it equals

∫₀¹du u(1 − L − ln u) = (1−L)/2 + 1/4.

In the second put y = ln(t/μ²). Its dependence on P comes from the lower limit and is −L + L²/2. The terms from Λ do not depend on P. Adding the pieces and choosing P₀ = μ, where L = 0,

F(P) − F(μ) = a²(L²/2 − 3L/2).

This agrees with the momentum dependence found in part (g). The constant 15/8 cannot be found in this way, because it drops out of the difference.

The same argument shows where the nonlocal pole of the lone rainbow comes from. Without the counterterm, f contains the constant −a/ε. A constant factor on the internal line reproduces the one-loop integral, whose difference between P and μ is aL. The product is −a²L/ε. The logarithm comes from the outer loop at finite momentum, and the pole comes from the inner loop. Subtracting the inner pole removes their product.

**(j) Complete the renormalization and evaluate the result at P = 10μ.**

Solution. The remaining poles are removed by a two-loop term in δ₂. Since a counterterm enters Σ as −δ₂p̸, the contribution needed for this pair of diagrams is

δ₂⁽²⁾ = a²[−1/(2ε²) + 1/(4ε)].

After subtraction, as ε → 0,

Σ_ren = a² p̸ (L²/2 − 3L/2 + 15/8).

This is not the full two-loop self-energy. The crossed diagram and the vacuum-polarization insertion have subdivergences of their own and add further terms.

For numbers, choose μ = 10¹⁵ m⁻¹ and P = 10¹⁶ m⁻¹, which corresponds to ħcP = 1.97 GeV. The inverse reduced Compton length of the electron is mc/ħ = 2.59 × 10¹² m⁻¹. Its ratio to P is 2.6 × 10⁻⁴. With a mass, the quantity M of part (c) becomes x(1−x)P² + (1−x)(mc/ħ)² at one loop. This changes the one-loop coefficient of p̸ by about 2a[mc/(ħP)]² = 8 × 10⁻¹¹, far less than the two-loop term found below, so the mass may be neglected in this coefficient. The mass also produces a separate term without a gamma matrix, which is not computed here. The tabulated value α = 0.0072974 is taken as the coupling at μ; this is a choice of parameter. Then

a = α/(4π) = 5.807 × 10⁻⁴,  L = ln 100 = 4.6052.

In units of a²p̸, the single-pole coefficients are 5/4 − L = −3.3552 for the rainbow and L − 1 = 3.6052 for the counterterm diagram. Their sum is 0.2500. The finite part is

L²/2 − 3L/2 + 15/8 = 10.604 − 6.908 + 1.875 = 5.571.

The closed forms can also be evaluated at small but nonzero ε. The following values are differences between P and μ, in units of a², computed from the Gamma functions in high-precision arithmetic.

ε = 0.1: rainbow −39.69, sum 1.352

ε = 0.01: rainbow −451.2, sum 3.412

ε = 0.001: rainbow −4595.5, sum 3.667

ε = 0.0001: rainbow −46042.0, sum 3.693

The rainbow difference grows as −L/ε. At ε = 0.001 this term is −4605.2, and the remainder, 9.65, differs from the finite term L² − 5L/2 = 9.69 by a correction of order ε. The difference for the sum approaches L²/2 − 3L/2 = 3.696, as part (i) requires.

The renormalized coefficients of p̸ at P are

one loop: −a(1 − L) = 5.807 × 10⁻⁴ × 3.605 = 2.09 × 10⁻³,

rainbow with its counterterms: a² × 5.571 = 1.88 × 10⁻⁶.

The second is smaller than the first by a factor of about 1100. At large L the two grow as aL and a²L²/2, so their ratio is about aL/2. At large |L| this pair of diagrams is therefore a small correction to the one-loop term only when a|L| ≪ 1; the other two-loop diagrams are not included in this comparison. The result also fails when P becomes comparable with mc/ħ. At such momenta the electron mass changes the integrals; the massless formula ignores this and lets L run towards −∞ as P → 0. The numerical coefficients belong to Feynman gauge and to the MS-bar scheme.
